# Pippard's Attenuation of Longitudinal Sound in a Free-Electron Metal: a numerical check

```python
"""Longitudinal ultrasonic attenuation in a free-electron metal.

Result under test (energy attenuation coefficient):
    alpha = N m / (rho v_s tau) * G(a),   a = q l,
    G(a) = a^2 arctan(a) / (3 (a - arctan(a))) - 1
    a << 1: G -> 4 a^2 / 15         a >> 1: G -> pi a / 6
N electron density, m electron mass, rho mass density, v_s sound speed,
v Fermi velocity, tau relaxation time, l = v tau, q wave number,
delta = omega tau, kappa Thomas-Fermi wave number, u ion velocity.

The independent road is a numerical solution of the linearized Boltzmann
equation on a grid of mu = cos(angle between velocity and q), coupled to
Poisson's equation. Scaled unknowns: y = psi / (m v u) for the Fermi-surface
distortion psi, and f = F tau / (m u) for the force F on an electron.
"""
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants

mp.mp.dps = 40
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10


def G_pippard(a):
    a = mp.mpf(a)
    t = mp.atan(a)
    return a**2 * t / (3 * (a - t)) - 1


def G_any_frequency(a, delta):
    """Neutral-limit result without assuming small omega tau."""
    a = mp.mpf(a)
    s = 1 - 1j * mp.mpf(delta)
    t = mp.atan(a / s)
    return mp.re(a**2 * t / (3 * (a - s * t))) - 1


@lru_cache(maxsize=None)
def angular_grid(n):
    mu, w = np.polynomial.legendre.leggauss(n)
    return mu, w / 2


def solve_kinetic(a, delta, kappa_l, n=200, drag=1.0):
    """Solve Boltzmann + Poisson; drag=0 holds the scatterers at rest.

    Returns f, y, the distance y - y_s from the collision target, and the
    total force on the ions in units of N m u / tau.
    """
    mu, w = angular_grid(n)
    matrix = np.zeros((n + 1, n + 1), dtype=complex)
    matrix[:n, :n] = np.diag(1 - 1j * delta + 1j * a * mu) - w[None, :]
    matrix[:n, n] = -mu
    matrix[n, :n] = w
    matrix[n, n] = -1j * a / kappa_l**2
    rhs = np.append(drag * mu, a / (3 * delta)).astype(complex)
    solution = np.linalg.solve(matrix, rhs)
    y, f = solution[:n], solution[n]
    departure = y - np.sum(w * y) - drag * mu
    collision_force = 3 * np.sum(w * mu * departure)
    return f, y, departure, -f + collision_force


# ---------- model parameters (atomic units inside) ----------
fermi_energy_ev = 10.0
path_ang = 1.0e5
speed_ratio = 1 / 200            # v_s / v
mass_ratio = 1 / 20000           # N m / rho
k_fermi = np.sqrt(2 * fermi_energy_ev / HARTREE_EV)
v_fermi = k_fermi
density = k_fermi**3 / (3 * np.pi**2)
kappa = np.sqrt(4 * k_fermi / np.pi)
path = path_ang / BOHR_ANG
tau = path / v_fermi
v_sound = speed_ratio * v_fermi
kappa_l = kappa * path


def alpha_per_ang(a, path_length_ang):
    """Attenuation in 1/angstrom from the derived formula."""
    relaxation = path_length_ang / BOHR_ANG / v_fermi
    value = mass_ratio / (v_sound * relaxation) * float(G_pippard(a))
    return value / BOHR_ANG


# ---------- formula against the kinetic solution ----------
ql_values = [0.01, 0.1, 1.0, 10.0, 100.0]
kinetic_G = {}
stored = {}
worst_exact = worst_pippard = 0.0
for a in ql_values:
    delta = speed_ratio * a
    n = 1200 if a > 50 else 200
    f, y, departure, ion_force = solve_kinetic(a, delta, kappa_l, n)
    mu, w = angular_grid(n)
    G_num = -ion_force.real
    kinetic_G[a] = G_num
    stored[a] = (mu, w, departure)
    worst_exact = max(worst_exact,
                      abs(G_num / float(G_any_frequency(a, delta)) - 1))
    worst_pippard = max(worst_pippard, abs(G_num / float(G_pippard(a)) - 1))
    # heat produced by collisions equals the work taken from the wave
    heat = 3 * np.sum(w * abs(departure)**2)
    assert abs(heat / G_num - 1) < 1e-5
    # collisions deliver no net momentum when electrons follow the ions
    assert abs(ion_force + f) < 1e-6 * abs(f)
assert worst_exact < 1e-5        # round-off at small ql, screening
assert worst_pippard < 20 * speed_ratio**2   # neglected (v_s/v)^2 terms

# ---------- limiting laws and their first corrections ----------
small, large = mp.mpf("1e-4"), mp.mpf("1e7")
small_correction = (G_pippard(small) - 4 * small**2 / 15) / small**4
large_correction = G_pippard(large) - mp.pi * large / 6
assert abs(small_correction + mp.mpf(12) / 175) < 1e-6
assert abs(large_correction - (mp.pi**2 / 12 - mp.mpf(4) / 3)) < 1e-5

# viscosity: eta / (N m v^2 tau) = 3 <n_x^2 n_y^2>, loss (4/3) eta
mu, w, departure = stored[0.01]
eta_scaled = 3 * np.sum(w * mu**2 * (1 - mu**2) / 2)
assert abs(eta_scaled - 1 / 5) < 1e-12
assert abs(kinetic_G[0.01] / 0.01**2 / (4 * eta_scaled / 3) - 1) < 1e-3
P2 = (3 * mu**2 - 1) / 2
P2_share = (5 * abs(np.sum(w * P2 * departure))**2
            / np.sum(w * abs(departure)**2))
assert P2_share > 0.999

# large ql: loss concentrated in electrons moving along the wavefronts
mu, w, departure = stored[100.0]
loss = w * abs(departure)**2
near = abs(mu - speed_ratio) < 5 / 100.0
near_loss_share = loss[near].sum() / loss.sum()
near_electron_share = w[near].sum()
assert near_loss_share > 0.8 and near_electron_share < 0.06

# ---------- what collision drag does ----------
a_drag = 0.1
f0, _, _, ion_force0 = solve_kinetic(a_drag, speed_ratio * a_drag,
                                     kappa_l, drag=0.0)
G_drag = float(G_pippard(a_drag))
assert abs(f0.real - (G_drag + 1)) < 1e-5
assert abs(-ion_force0.real / G_drag - 1) < 1e-3

# ---------- screening estimate, with screening made weak on purpose ----------
weak_kappa_l = 100.0
_, y_weak, _, _ = solve_kinetic(1.0, speed_ratio, weak_kappa_l)
mu, w = angular_grid(200)
mismatch = 1 - 3 * speed_ratio * np.sum(w * y_weak)
assert abs(mismatch * weak_kappa_l**2 - 1) < 0.03   # terms of order v_s/v

# ---------- damping from the ionic equation of motion ----------
bare_ratio_sq = speed_ratio**2 - mass_ratio / 3     # (c_b / v)^2
assert bare_ratio_sq > 0


def wave_equation(a, delta):
    force = solve_kinetic(a, delta, kappa_l)[3]
    return delta**2 - bare_ratio_sq * a**2 - 1j * delta * mass_ratio * force


dispersion = {}
for a0 in (1.0, 10.0):
    delta = speed_ratio * a0
    a_old, a_new = a0 + 0j, a0 * (1 + 1e-3j)
    h_old = wave_equation(a_old, delta)
    for _ in range(12):
        h_new = wave_equation(a_new, delta)
        if abs(a_new - a_old) < 1e-10 * a0 or h_new == h_old:
            break
        step = h_new * (a_new - a_old) / (h_new - h_old)
        a_old, h_old, a_new = a_new, h_new, a_new - step
    alpha_wave = 2 * a_new.imag / path_ang
    dispersion[a0] = alpha_wave
    assert abs(a_new.real / a0 - 1) < 1e-3
    assert abs(alpha_wave / alpha_per_ang(a0, path_ang) - 1) < 2e-3

# ---------- printed numbers ----------
hv_f = v_fermi * HARTREE_EV * BOHR_ANG
print("INPUTS")
print(f"Fermi energy = {fermi_energy_ev:.1f} eV")
print(f"mean free path l = {path_ang:.1e} angstrom")
print(f"v_s/v = {speed_ratio:.4f}, N m/rho = {mass_ratio:.1e}")
print("DERIVED")
print(f"k_F = {k_fermi / BOHR_ANG:.4f} 1/angstrom")
print(f"N = {density / BOHR_ANG**3:.5f} 1/angstrom^3")
print(f"hbar v = {hv_f:.3f} eV angstrom")
print(f"hbar v_s = {hv_f * speed_ratio:.5f} eV angstrom")
print(f"hbar/tau = {HARTREE_EV / tau:.4e} eV")
print(f"kappa = {kappa / BOHR_ANG:.4f} 1/angstrom")
print(f"(q/kappa)^2 at ql=1 = {1 / kappa_l**2:.2e}")
prefactor = mass_ratio / (v_sound * tau) / BOHR_ANG
print(f"N m/(rho v_s tau) = {prefactor:.4e} 1/angstrom")
print("FREQUENCY SWEEP, l fixed (energy eV, alpha 1/angstrom)")
print("ql | hbar omega | omega tau | G | G kinetic | alpha")
for a in ql_values:
    energy = hv_f * speed_ratio * a / path_ang
    print(f"{a:g} | {energy:.3e} | {speed_ratio * a:.1e} | "
          f"{float(G_pippard(a)):.5e} | {kinetic_G[a]:.5e} | "
          f"{alpha_per_ang(a, path_ang):.4e}")
print("ql | alpha/(omega^2 law) | alpha/(linear law)")
for a in ql_values:
    g = float(G_pippard(a))
    print(f"{a:g} | {g / (4 * a**2 / 15):.4f} | {g / (np.pi * a / 6):.4f}")
print(f"limiting laws cross at ql = {5 * np.pi / 8:.4f}")
q_fixed = 1.0e-5
alpha_limit = np.pi / 6 * mass_ratio / speed_ratio * q_fixed
print(f"PATH SWEEP, q = {q_fixed:.1e} 1/angstrom")
print("l (angstrom) | ql | alpha (1/angstrom) | alpha/limit")
for length in (1e3, 1e4, 1e5, 1e6, 1e7):
    value = alpha_per_ang(q_fixed * length, length)
    print(f"{length:.0e} | {q_fixed * length:g} | {value:.4e} | "
          f"{value / alpha_limit:.4f}")
print(f"l-independent limit = {alpha_limit:.4e} 1/angstrom")
print(f"the same limit = {alpha_limit * 1e8:.3f} 1/cm")
print(f"alpha at ql=1 = {alpha_per_ang(1.0, path_ang) * 1e8:.3f} 1/cm")
print("CHECKS")
print(f"largest rel. deviation, any-frequency formula = {worst_exact:.1e}")
print(f"largest rel. deviation, Pippard formula = {worst_pippard:.1e}")
for a0, value in dispersion.items():
    print(f"2 Im q from ion motion, ql={a0:g}: {value:.4e} 1/angstrom")
print(f"P2 share of departure at ql=0.01 = {P2_share:.6f}")
print(f"ql=100, |mu - v_s/v| < 0.05: loss share = {near_loss_share:.3f}")
print(f"electron share in that band = {near_electron_share:.3f}")
print(f"no drag, electric work only, ql=0.1: G -> {f0.real:.5f}")
print(f"overestimate factor there = {f0.real / G_drag:.1f}")
print(f"weak screening, (q/kappa)^2 = {1 / weak_kappa_l**2:.1e}: "
      f"mismatch = {mismatch.real:.3e}")
print("all assertions hold")
```

It prints:

```
INPUTS
Fermi energy = 10.0 eV
mean free path l = 1.0e+05 angstrom
v_s/v = 0.0050, N m/rho = 5.0e-05
DERIVED
k_F = 1.6201 1/angstrom
N = 0.14361 1/angstrom^3
hbar v = 12.345 eV angstrom
hbar v_s = 0.06173 eV angstrom
hbar/tau = 1.2345e-04 eV
kappa = 1.9743 1/angstrom
(q/kappa)^2 at ql=1 = 2.57e-11
N m/(rho v_s tau) = 1.0000e-07 1/angstrom
FREQUENCY SWEEP, l fixed (energy eV, alpha 1/angstrom)
ql | hbar omega | omega tau | G | G kinetic | alpha
0.01 | 6.173e-09 | 5.0e-05 | 2.66660e-05 | 2.66660e-05 | 2.6666e-12
0.1 | 6.173e-08 | 5.0e-04 | 2.65984e-03 | 2.65984e-03 | 2.6598e-10
1 | 6.173e-07 | 5.0e-03 | 2.19931e-01 | 2.19928e-01 | 2.1993e-08
10 | 6.173e-06 | 5.0e-02 | 4.74960e+00 | 4.74954e+00 | 4.7496e-07
100 | 6.173e-05 | 5.0e-01 | 5.18515e+01 | 5.18508e+01 | 5.1851e-06
ql | alpha/(omega^2 law) | alpha/(linear law)
0.01 | 1.0000 | 0.0051
0.1 | 0.9974 | 0.0508
1 | 0.8247 | 0.4200
10 | 0.1781 | 0.9071
100 | 0.0194 | 0.9903
limiting laws cross at ql = 1.9635
PATH SWEEP, q = 1.0e-05 1/angstrom
l (angstrom) | ql | alpha (1/angstrom) | alpha/limit
1e+03 | 0.01 | 2.6666e-10 | 0.0051
1e+04 | 0.1 | 2.6598e-09 | 0.0508
1e+05 | 1 | 2.1993e-08 | 0.4200
1e+06 | 10 | 4.7496e-08 | 0.9071
1e+07 | 100 | 5.1851e-08 | 0.9903
l-independent limit = 5.2360e-08 1/angstrom
the same limit = 5.236 1/cm
alpha at ql=1 = 2.199 1/cm
CHECKS
largest rel. deviation, any-frequency formula = 5.1e-07
largest rel. deviation, Pippard formula = 1.3e-05
2 Im q from ion motion, ql=1: 2.1993e-08 1/angstrom
2 Im q from ion motion, ql=10: 4.7495e-07 1/angstrom
P2 share of departure at ql=0.01 = 0.999974
ql=100, |mu - v_s/v| < 0.05: loss share = 0.881
electron share in that band = 0.050
no drag, electric work only, ql=0.1: G -> 1.00266
overestimate factor there = 377.0
weak screening, (q/kappa)^2 = 1.0e-04: mismatch = 9.998e-05
all assertions hold
```
